\section*{Why a Cusped Surface Energy Stabilizes a Stressed Facet against Small Ripples}

\section{The smooth surface}

\textbf{Q:} I grow strained films. I was told that a stressed surface can always lower its energy by rippling, if the ripple is long enough. Yet my facets stay flat. What is the argument for rippling, before we ask what defeats it?

\textbf{A:} Take a film with equal in-plane stresses $\sigma_{xx}=\sigma_{yy}=\sigma$ on a substrate with the same isotropic elastic constants. Let its surface be $z=h(x)$, with
\begin{equation}
h=a\cos kx,\qquad k=2\pi/L .
\end{equation}
Material is only moved around, so $\langle h\rangle=0$, where brackets denote an average over a period. The troughs stay inside the film. All energies below are per projected area, relative to the flat film.

Let $u$ be the displacement from the flat, stressed state. The elastic energy density is $W_0+\sigma\,\partial_xu_x$ plus a term quadratic in the strain of $u$. The integral of $W_0$ does not change, because the film volume is fixed. This removes any elastic term linear in $a$. By the divergence theorem the second term becomes a surface integral of $\sigma n_xu_x$. The flat film--substrate interface has $n_x=0$, and on the top surface $n_x\,dS=-h'dx$. Hence
\begin{equation}
\int\sigma\,\partial_xu_x\,dx\,dz=-\int\sigma h'u_x\,dx .
\end{equation}
This is the potential energy of a tangential load $t=\sigma h'$. To leading order in slope, the load acts on a flat half-space.

\textbf{Q:} How much energy does that load release?

\textbf{A:} Here $t=T\sin kx$ with $T=-\sigma ka$. In plane strain, use the stress function
\begin{equation}
\phi=\frac{T}{k}\,z\,e^{kz}\cos kx ,\qquad z<0 ,
\end{equation}
which is $z$ times a harmonic function and therefore biharmonic. It gives stresses that satisfy equilibrium:
\begin{align}
\sigma_{zz}&=\partial_x^2\phi=0 &&\text{at }z=0,\\
\sigma_{xz}&=-\partial_x\partial_z\phi=T\sin kx &&\text{at }z=0,\\
\delta\sigma_{xx}&=\partial_z^2\phi=2T\cos kx &&\text{at }z=0 .
\end{align}
The first two are the required boundary conditions. With $\varepsilon_{yy}=0$ and $\sigma_{zz}=0$, Hooke's law gives $\varepsilon_{xx}=\delta\sigma_{xx}/M$, where $M=E/(1-\nu^2)$, $E$ is Young's modulus and $\nu$ is Poisson's ratio. Integrating over $x$,
\begin{equation}
u_x(z=0)=\frac{2T}{Mk}\sin kx .
\end{equation}
At equilibrium the stored quadratic energy is half the work term, so the total change is $-\tfrac12\langle tu_x\rangle$. Since $\langle\sin^2kx\rangle=1/2$, the relief is
\begin{equation}
R=\frac12\,\frac{2T^2}{Mk}\,\frac12=\frac{T^2}{2Mk}
=\frac{\sigma^2ka^2}{2M}.
\label{relief}
\end{equation}
The square has a plain origin: one factor of $a$ makes the load, and the other makes the displacement on which it does work. The sign of $\sigma$ is irrelevant.

If the surface energy is a constant $\gamma_0$, the extra area costs $\gamma_0\langle h'^2\rangle/2=\gamma_0k^2a^2/4$. The net energy is
\begin{equation}
F_{\rm smooth}=\frac{ka^2}{4}\left(\gamma_0k-\frac{2\sigma^2}{M}\right).
\end{equation}
It is negative for $k<2\sigma^2/(M\gamma_0)$, that is, for wavelengths above
\begin{equation}
\lambda_c=\frac{\pi M\gamma_0}{\sigma^2}.
\label{lambdac}
\end{equation}
Cost and relief have the same power of $a$, so amplitude does not affect the verdict. That is the argument you were told.

\section{The facet}

\textbf{Q:} What changes when the surface is a facet?

\textbf{A:} Tilting a facet creates steps. Uphill and downhill tilts both create them, so the cost follows the magnitude of the slope. A simple model is
\begin{equation}
\gamma(\theta)=\gamma_0+\beta|\sin\theta|,\qquad \beta>0 .
\end{equation}
Divide by $\cos\theta$ to convert to projected area, and write $p=\tan\theta=h'$:
\begin{equation}
f(p)=\gamma_0\sqrt{1+p^2}+\beta|p| .
\end{equation}
The coefficient $\beta$ is the one at the film's actual strain. For the cosine, $\langle|h'|\rangle=ka\langle|\sin kx|\rangle=2ka/\pi$. Thus
\begin{equation}
F(a)=\frac{2\beta k}{\pi}a+\frac{\gamma_0k^2}{4}a^2-\frac{\sigma^2k}{2M}a^2,
\qquad F'(0^+)=\frac{2\beta k}{\pi}>0 .
\label{F}
\end{equation}
Halving the amplitude halves the step cost but quarters the relief. At small enough amplitude the step cost wins, whatever the finite stress.

\textbf{Q:} Could unequal uphill and downhill steps spoil this?

\textbf{A:} No, provided their mean cost is positive. Periodicity makes the total rise equal the total fall, so each contributes $\langle|h'|\rangle/2$. With coefficients $\beta_+$ and $\beta_-$ the cost is $\tfrac12(\beta_++\beta_-)\langle|h'|\rangle$. For a profile with one peak and peak-to-valley height $H$, the rise and fall sum to $2H$ per period. The cost is then $2\beta H/L$ for equal coefficients, whatever the shape of the flanks.

\textbf{Q:} So is my facet safe for good?

\textbf{A:} It is metastable. If $L>\lambda_c$, the quadratic terms in \eqref{F} are negative in sum and win at large amplitude. Setting $F=0$ with $a\neq0$ and multiplying by $4/(ka)$ gives
\begin{equation}
a_c=\frac{8\beta/\pi}{2\sigma^2/M-\gamma_0k}.
\label{ac}
\end{equation}
Write $F=Aa-Ba^2$ with $A=2\beta k/\pi$ and $a_c=A/B$. Its maximum lies at $a=A/(2B)=a_c/2$, with height
\begin{equation}
F_b=\frac{A^2}{4B}=\frac{Aa_c}{4}=\frac{\beta ka_c}{2\pi}=\frac{\beta a_c}{L}.
\end{equation}
A cosine larger than $a_c/2$ already lowers its energy by growing, although it lies below the flat film in energy only beyond $a_c$.

For $L\gg\lambda_c$, the threshold tends to $4\beta M/(\pi\sigma^2)$, a height independent of wavelength. The threshold slope $ka_c$ therefore falls as $1/L$. For $L<\lambda_c$, this small-slope model has no threshold: the quadratic terms also oppose the ripple.

\section{Numbers for a strained film}

\textbf{Q:} Are these thresholds visible on the scale of a real film?

\textbf{A:} Take round parameters: $E=130$ GPa, $\nu=0.28$, misfit strain $0.02$, film thickness 3 nm, $\gamma_0=1000$ mJ/m$^2$, $\beta=100$ mJ/m$^2$ and $L=100$ nm. Then
\begin{align}
M&=\frac{130}{1-0.28^2}=141\ \text{GPa},\\
|\sigma|&=\frac{130\times0.02}{1-0.28}=3.61\ \text{GPa},\\
\frac{\sigma^2}{M}&=92.4\ \text{MJ/m}^3 .
\end{align}
The last value is 92.4 mJ/m$^2$ per nanometre. Without the cusp, \eqref{lambdac} gives $\lambda_c=\pi\times1000/92.4=34$ nm, so the 100 nm ripple would grow from any amplitude. With the cusp, $k=0.0628$ nm$^{-1}$ and
\begin{equation}
a_c=\frac{8\times100/\pi}{2\times92.4-1000\times0.0628}\ \text{nm}
=2.09\ \text{nm}.
\end{equation}
The barrier top is at 1.04 nm. Its height is $100\times2.09/100=2.09$ mJ/m$^2$; the digits repeat those of $a_c$ because $\beta/L$ happens to be 1 mJ/m$^2$ per nanometre.

The competing terms, in mJ/m$^2$, are:
\begin{center}
\begin{tabular}{rrrrr}
$a$ (nm) & cusp & $\gamma_0$ term & relief & net\\
0.01 & 0.0400 & 0.0001 & 0.0003 & 0.0398\\
0.10 & 0.400 & 0.010 & 0.029 & 0.381\\
1.00 & 4.00 & 0.99 & 2.90 & 2.08\\
2.00 & 8.00 & 3.95 & 11.62 & 0.33\\
2.50 & 10.00 & 6.17 & 18.15 & $-1.98$
\end{tabular}
\end{center}
At 0.01 nm the cusp cost exceeds the relief by a factor above one hundred. Such an amplitude is a continuum average, smaller than an atomic layer; it displays the scaling and is not an atomic profile.

\textbf{Q:} The relief came from a flat half-space. Does it survive in a rippled 3 nm film?

\textbf{A:} A finite-element calculation meshed the actual shape and stressed only the film. At $a=0.2$ nm its relief was 0.998 of \eqref{relief}; refining from 48 to 96 elements per period had changed it by 0.5\%. Between 0.02 and 0.2 nm the relief grew as amplitude to the power 2.000. The surface cost, integrated from $\gamma(\theta)$, grew with power 1.001 between 0.001 and 0.01 nm. The full-shape threshold was 2.13 nm, about 2\% above the formula. That difference combines finite slope and mesh error, which were not separated.

\section{Other shapes}

\textbf{Q:} Nature need not choose a cosine. Could a cleverer shape avoid the barrier at small slope?

\textbf{A:} Not at fixed period. Each Fourier mode responds separately, so \eqref{relief} generalizes to
\begin{equation}
R=\frac{\sigma^2}{M}Q,\qquad Q=\sum_{n\neq0}|n|q|h_n|^2,\qquad q=\frac{2\pi}{L}.
\end{equation}
For the cosine, $Q=ka^2/2$, as required. With $p=h'$ we have $|p_n|^2=n^2q^2|h_n|^2$, and therefore
\begin{align}
Q&=\sum_{n\neq0}\frac{|p_n|^2}{|n|q}
=\frac1{L^2}\iint p(x)K(x-y)p(y)\,dx\,dy,\\
K(x)&=\frac2q\sum_{n=1}^{\infty}\frac{\cos nqx}{n}
=-\frac2q\ln\left|2\sin\frac{qx}{2}\right| .
\label{kernel}
\end{align}
The sum is $-\ln|1-e^{iqx}|$. Because $\langle p\rangle=0$, a constant may be added to $K$ freely. Choose it to obtain $\tilde K=-(2/q)\ln|\sqrt2\sin(qx/2)|$. If $|p|\le s$, then $Q\le s\langle|p|\rangle\langle|\tilde K|\rangle$.

Put $t=qx/2$. By symmetry the average needs only $0<t<\pi/2$, and the logarithm changes sign at $\pi/4$. Reflecting the upper half by $t\to\pi/2-t$ cancels the constants:
\begin{align}
\langle|\tilde K|\rangle
&=\frac{4}{\pi q}\int_0^{\pi/4}(\ln\cos t-\ln\sin t)\,dt\\
&=-\frac{4}{\pi q}\int_0^1\frac{\ln v}{1+v^2}\,dv
=\frac{4G}{\pi q}=\frac{2GL}{\pi^2}.
\end{align}
Here $v=\tan t$. Expanding $1/(1+v^2)$ and using $-\int_0^1v^{2n}\ln v\,dv=1/(2n+1)^2$ gives Catalan's constant, $G=\sum_{n\ge0}(-1)^n/(2n+1)^2=0.916$. Dropping the positive $\gamma_0$ term,
\begin{equation}
F\ge\langle|p|\rangle\left(\beta-\frac{\sigma^2}{M}\frac{2GL}{\pi^2}s\right).
\end{equation}
To leading order in the elastic response, every nonflat ripple costs energy if its largest slope is below
\begin{equation}
s_*=\frac{\pi^2\beta M}{2GL\sigma^2}.
\end{equation}
For our film $s_*=0.058$. This is a sufficient condition, not the onset of instability: the cosine reaches zero energy at slope 0.131. In a test of 300 random profiles with 24 harmonics each, scaled to $0.99s_*$, all had positive energy.

\section{When protection weakens}

\textbf{Q:} My wafers are slightly miscut. Does a surface that already has steps keep the linear cost?

\textbf{A:} Not at infinitesimal amplitude. Suppose the mean slope is $p_0>0$ and the ripple runs along the miscut. While $|p|<p_0$, $\langle|p_0+p|\rangle=p_0$: steps are redistributed and none are added. In this model, which omits step interactions, the threshold wavelength returns to about 34 nm for small $p_0$. Once the ripple slope against the miscut exceeds $p_0$, new steps are needed and the cusp acts again. If the 100 nm ripple is held to a cosine shape, at $p_0=0.01$ it grows only to about 0.16 nm and then meets a reduced barrier; at $p_0=0.03$ the remaining barrier is about 0.05 mJ/m$^2$, with its top below the energy of the flat film, and by $p_0=0.034$ it is gone. A ripple free to change shape goes further, because it can bunch the existing steps between flat terraces without adding any. In the same model it then grows with no barrier to a half-height of about 0.4 nm at $p_0=0.01$ and about 1 nm at $p_0=0.025$, and at $p_0=0.03$ it meets no barrier at all.

If the ripple runs across the miscut, and $\beta$ is the same for all in-plane directions, the slope magnitude is $\sqrt{p_0^2+p^2}$. For $|p|\ll p_0$,
\begin{equation}
\beta\left(\sqrt{p_0^2+p^2}-p_0\right)\simeq\frac{\beta}{2p_0}p^2 .
\end{equation}
This is again quadratic. It replaces $\gamma_0$ in \eqref{lambdac} by $\gamma_0+\beta/p_0$, neglecting corrections of relative order $p_0^2$. For $p_0=0.01$, about half a degree, the sum is 11000 mJ/m$^2$ and $\lambda_c=374$ nm. Any other rounding of the cusp with the same curvature has the same effect on infinitesimal ripples. Against small enough ripples, a sharp cusp protects at every finite wavelength; a rounded one only moves the critical wavelength.

\textbf{Q:} Steps have a fixed height. What does ``infinitesimal'' mean then?

\textbf{A:} It refers to the continuum profile. For the smallest atomic change, take a mesa one layer high, $b=0.14$ nm, with opposite steps $L/2$ apart, each spread over $w=0.5$ nm. Treat $\beta b$ as the whole energy per length of a step. From \eqref{kernel},
\begin{equation}
LQ=-\frac1\pi\iint p(x)p(y)\ln\left|2\sin\frac{\pi(x-y)}{L}\right|dx\,dy .
\end{equation}
For $w\ll L$, each step paired with itself gives $-(b^2/\pi)[\ln(2\pi w/L)-3/2]$, because the mean of $\ln|\xi-\eta|$ over the unit square is $-3/2$. The two cross terms together give $+(2b^2/\pi)\ln2$. Adding two self terms,
\begin{equation}
LQ=\frac{2b^2}{\pi}\left[\ln\frac{L}{\pi w}+\frac32\right].
\end{equation}
Setting $2\beta b=(\sigma^2/M)LQ$ yields
\begin{equation}
L=\pi w\exp\left(\frac{\pi\beta M}{\sigma^2b}-\frac32\right)\approx12\ \text{m}.
\end{equation}
The exponential makes this length very sensitive to the parameters: $\beta=80$ mJ/m$^2$ gives about 0.1 m, and doubling the misfit at the original $\beta$ gives only about 150 nm. For our parameters, monolayer mesas do not undermine the facet at the 100 nm period; at larger misfit the estimate must be repeated.

\textbf{Q:} Could heat carry the film over the barrier?

\textbf{A:} A straight ripple's barrier grows with its area, so consider a local mound, $h=He^{-r^2/2w^2}$, where $w$ is now the mound width. Its material comes from the distant facet. Since the stress is equibiaxial, each Fourier mode, whatever its direction, has the relief found above. The three contributions are
\begin{align}
\beta\!\int\!|\nabla h|\,d^2r
&=\frac{2\pi\beta H}{w^2}\int_0^\infty r^2e^{-r^2/2w^2}dr
=\pi\sqrt{2\pi}\,\beta Hw,\\
\frac{\gamma_0}{2}\!\int\!|\nabla h|^2d^2r
&=\frac{\pi\gamma_0H^2}{w^4}\int_0^\infty r^3e^{-r^2/w^2}dr
=\frac{\pi\gamma_0H^2}{2},\\
R_{\rm m}&=\frac{\sigma^2}{M}2\pi H^2w^4\int_0^\infty\kappa^2e^{-\kappa^2w^2}d\kappa
=\frac{\sigma^2}{M}\frac{\pi^{3/2}H^2w}{2}.
\end{align}
The last line uses the transform $2\pi Hw^2e^{-\kappa^2w^2/2}$. Abbreviate the energy as $A_mwH-(B_mw-D_m)H^2$. Its maximum over $H$ is $A_m^2w^2/[4(B_mw-D_m)]$. Minimizing over $w$ gives $w=2D_m/B_m$, hence
\begin{equation}
U_b=\frac{A_m^2D_m}{B_m^2}=\frac{4\pi\beta^2\gamma_0M^2}{\sigma^4}.
\end{equation}
For our film $w=12.2$ nm, $H=3.1$ nm and $U_b=92$ eV. At 900 K, $k_BT=0.078$ eV, so this path costs nearly 1200 $k_BT$. Within this model it is an upper estimate of the nucleation barrier: another shape may be cheaper. The model also has only one cusp. On a real film, a second low-energy facet, such as the side of a pyramidal island, can lower the barrier greatly, so this number does not show that islands cannot nucleate.

\section{Reading the result for a real film}

\textbf{Q:} Which part should I trust least in my own films?

\textbf{A:} The parameters are rough values for a strongly misfitted semiconductor film; $\beta$ is the least certain and depends on the face. We took 100 mJ/m$^2$ as its value in the strained film. If that were instead the unstrained value, and strain lowered it by an assumed 1 J/m$^2$ per unit strain, the 2\% misfit would remove 20 mJ/m$^2$ and $a_c$ would fall to 1.67 nm. If strain made $\beta$ negative, the facet would lose its protection altogether. The slope of 1 J/m$^2$ is only an illustration: 5 J/m$^2$ per unit strain would already bring $\beta$ to zero at this misfit. Compression can lower step energies strongly on faces such as SiGe(001), so our numbers are not a prediction for those films; $\beta$ at the working strain must be found for the face in question. Changing $\sigma^2/M$ by $-20$ or $+20$\% moves $a_c$ to 2.99 or 1.60 nm. Elastic anisotropy acts on the lower side: for a (001) surface with the cubic constants of Si or Ge, the relief for ripples along [100] or [110] is about 13 to 25\% below that of an isotropic solid with the same $E$ and $\nu$ along [100], with the larger reduction for [110]. The threshold then rises, and may exceed the 3 nm film thickness, where the formula no longer applies. A surface stress of 1 N/m adds a traction only 1.7\% of the film-stress traction.

Dislocations offer another route to relaxation. For a 60-degree dislocation with Burgers length $b_d=0.4$ nm, shear modulus $\mu=E/[2(1+\nu)]$ and film thickness $t_f$, balance the work of the film stress against an estimated line energy:
\begin{equation}
\frac{|\sigma|b_dt_f}{2}=\frac{\mu b_d^2}{4\pi}
\left(\frac14+\frac{3/4}{1-\nu}\right)\left(\ln\frac{t_f}{b_d}+1\right).
\end{equation}
This gives $t_f=3.7$ nm, close enough to our 3 nm that the core energy, represented by the added 1, matters. The model also leaves out the growth flux, which can roughen a surface without lowering its energy. To use the cusp as protection, keep the miscut small, keep the facet below its roughening temperature, and keep initial ripples well below $a_c/2$, which is about 1 nm for our 100 nm cosine. That number is not a safe limit for every shape. At the same period, a ripple with flat tops and bottoms and flanks 16 nm wide can start to grow at a half-height of 0.76 nm, and longer periods lower this further.

\section*{Calculated quantities}
\begin{verbatim}
Young modulus: 130 GPa; Poisson ratio: 0.28
misfit strain: 2.0 %; film thickness: 3.0 nm
gamma0: 1000 mJ/m^2; beta: 100 mJ/m^2
ripple wavelength: 100 nm; wavenumber k: 0.06283 1/nm
plane-strain modulus M: 141.06 GPa; stress: 3.611 GPa
sigma^2/M: 92.44 MJ/m^3
critical wavelength without cusp: 33.98 nm
Energies in mJ/m^2: a(nm), cusp, smooth, relief, net, net(beta=0)
 0.01    0.04000    0.00010    0.00029    0.03981   -0.00019
 0.10    0.40000    0.00987    0.02904    0.38083   -0.01917
 1.00    4.00000    0.98696    2.90423    2.08273   -1.91727
 2.00    8.00000    3.94784   11.61691    0.33093   -7.66907
 2.50   10.00000    6.16850   18.15142   -1.98292  -11.98292
measured power of amplitude, surface cost: 1.0010
measured power of amplitude, elastic relief: 1.9999
FEM/formula relief at a=0.2 nm: 0.99831
relief shift, coarse to fine mesh: 0.474 %
FEM/formula relief for two harmonics: 0.99254
zero-energy amplitude a_c, formula: 2.086 nm
zero-energy amplitude, full shape: 2.130 nm
barrier-top amplitude, formula: 1.043 nm
barrier, formula: 2.086 mJ/m^2
full-shape energy at a_c/2: 2.101 mJ/m^2
largest slope at a_c: 0.1311
Catalan constant: 0.91597; bound 2G/pi^2: 0.18561
largest bound ratio among tested shapes: 0.13569
guaranteed stable slope at this period: 0.05828
rounding slope delta: 0.010
critical wavelength with rounded cusp: 373.8 nm
layer height: 0.14 nm; step width: 0.50 nm
a_c in atomic layers: 14.9
one-layer mesa break-even period: 1.22e+01 m
trial mound width parameter: 12.21 nm
trial mound height at barrier: 3.06 nm
trial mound barrier, formula: 91.8 eV
trial mound barrier, numerical: 91.9 eV
temperature: 900 K; kT: 0.0776 eV
trial mound barrier / kT: 1183
assumed surface stress: 1.0 N/m
surface-stress traction / film-stress traction: 1.74 %
a_c if sigma^2/M is 20% lower: 2.993 nm
a_c if sigma^2/M is 20% higher: 1.601 nm
assumed d(beta)/d(strain): 1.0 J/m^2
resulting possible beta shift: 20.0 mJ/m^2
a_c with beta lowered by it: 1.669 nm
Burgers vector length: 0.40 nm
estimated dislocation-free thickness: 3.74 nm
\end{verbatim}
